# A rational-function step to a saddle point, with ammonia inversion, part 1

(Sections cited here and not found follow in the second part.)

## First half: one mode, then several modes treated alike

### Definitions and conventions

A precursor molecule with $N$ atoms has the electronic energy $E(\mathbf x)$, where $\mathbf x$ collects the $3N$ Cartesian coordinates of its nuclei. The transition state sought here is a first-order saddle point. There the gradient vanishes, and the energy has negative curvature along one internal direction and positive curvature along all the others.

At the current geometry, $\mathbf g$ is the gradient of $E$ and $\mathbf H$ is its Hessian, the matrix of second derivatives. A displacement is called $\mathbf s$. To second order the energy change is

$$
q(\mathbf s)=\mathbf g\cdot\mathbf s+\tfrac12\,\mathbf s^{T}\mathbf H\mathbf s .
$$

The Hessian is real and symmetric, so it has orthonormal eigenvectors $\mathbf v_i$ with eigenvalues $b_i$, called curvatures. I write $g_i=\mathbf v_i\cdot\mathbf g$ and $s_i=\mathbf v_i\cdot\mathbf s$. No products of different components then appear:

$$
q(\mathbf s)=\sum_i\left(g_is_i+\tfrac12 b_is_i^2\right).
$$

Translations and rotations of the whole molecule are left out of these sums; the second half shows how they are removed. The coordinates are not mass-weighted. Lengths are in bohr, slopes $g_i$ in hartree/bohr and curvatures $b_i$ in hartree/bohr$^2$.

The sign of an eigenvector is arbitrary. Reversing $\mathbf v_i$ reverses both $g_i$ and $s_i$, so the product $g_is_i$ is unaffected. This product tells whether a component of the step goes uphill, $g_is_i>0$, or downhill, $g_is_i<0$, to first order.

### One coordinate: what the Newton step does

Take a single coordinate with slope $g$ and curvature $b$. The quadratic model is stationary where $g+bs=0$, which gives the Newton step

$$
s_{\rm N}=-\frac gb,\qquad g\,s_{\rm N}=-\frac{g^2}{b}.
$$

For $b<0$ the step goes uphill, and for $b>0$ it goes downhill. The local curvature makes the choice, and the user has no say in it. This is harmless close to a saddle point, where the mode to be climbed already has negative curvature. Further away, the same mode may still have positive curvature, and Newton's step then leads back towards the reactant.

The quadratic model cannot be repaired by asking for its maximum. With $b>0$ it grows without limit, so it has no maximum. A model is needed that has the same slope and curvature at $s=0$ but stays bounded.

### The rational model in one coordinate

Such a model is

$$
\varepsilon(s)=\frac{gs+\frac12bs^2}{1+s^2}.
$$

The 1 and the $s^2$ in the denominator can be added because $s^2$ is multiplied by a constant of 1 bohr$^{-2}$, which is not written. Its influence is examined below. For small $s$, $1/(1+s^2)=1-s^2+\dots$, and hence

$$
\varepsilon(s)=gs+\tfrac12bs^2-gs^3+O(s^4).
$$

The two models agree through second order. The rational one tends to $b/2$ as $s\to\pm\infty$, so it is bounded.

By the quotient rule, the numerator of $d\varepsilon/ds$ is

$$
(g+bs)(1+s^2)-2s\left(gs+\tfrac12bs^2\right)
=g+bs+gs^2+bs^3-2gs^2-bs^3
=g+bs-gs^2,
$$

while its denominator $(1+s^2)^2$ is positive. For $g\neq0$ the stationary points therefore obey $gs^2-bs-g=0$, with roots

$$
s_\pm=\frac{b\pm\sqrt{b^2+4g^2}}{2g}.
$$

The square root is larger than $|b|$, so $gs_+>0$ and $gs_-<0$. One root lies uphill and the other downhill, whatever the sign of $b$.

It remains to see which root is the maximum. Let $g>0$, so that $s_-<0<s_+$. The derivative has the sign of $g+bs-gs^2$, a parabola that opens downwards, which is positive between the roots and negative outside. Going from left to right, $\varepsilon$ starts at $b/2$, falls to $s_-$, rises to $s_+$ and falls back to $b/2$. Thus $s_+$ is the global maximum and $s_-$ the global minimum. For $g<0$, replacing $s$ by $-s$ gives the same conclusion.

A second form of the result will carry over to many coordinates. Setting the derivative to zero gives $(g+bs)(1+s^2)=2s\,(gs+\frac12bs^2)$. Division by $1+s^2$ turns this into

$$
g+bs=\lambda s,\qquad \lambda=2\varepsilon .
$$

Multiplying by $s$ gives $gs+bs^2=\lambda s^2$. The definition of $\varepsilon$ gives $\lambda(1+s^2)=2gs+bs^2$. Subtracting the first of these from the second leaves $\lambda=gs$. The upper and lower values of $\lambda$ are then

$$
\lambda_\pm=gs_\pm=\tfrac12\left(b\pm\sqrt{b^2+4g^2}\right),
\qquad s_\pm=\frac{g}{\lambda_\pm-b}.
$$

The number $\lambda$ acts as a shift of the curvature: the step is a Newton step with $b$ replaced by $b-\lambda$. For the maximum, $\lambda_+>b$ when $g\neq0$, so the shifted curvature is negative and the step goes uphill.

As an example take $b=0.06$ and $g=0.02$. The square root is $\sqrt{0.0036+0.0016}=0.07211$, so $\lambda_+=0.06606$ and

$$
s_+=\frac{0.02}{0.06606-0.06}\approx3.30\ \text{bohr}.
$$

The subtraction in the denominator loses digits; the unrounded value is 3.30278 bohr. Newton's step is $-0.02/0.06=-0.333$ bohr, in the other direction. The rational step has the desired sign but is far too long for a local model to be trusted. Its length will have to be limited.

### Limits in one coordinate

**Negative curvature, small slope.** For $b<0$ and $|g|\ll|b|$, expanding the square root gives $\lambda_+\approx g^2/|b|$. The step becomes

$$
s_+=\frac{g}{|b|+\lambda_+}\approx\frac{g}{|b|}-\frac{g^3}{|b|^3}.
$$

The first term is Newton's step, since $-g/b=g/|b|$ here. The correction is cubic in the slope.

**Zero curvature.** For $b=0$, $\lambda_+=|g|$ and $s_+=g/|g|$. The step is 1 bohr long, whatever the slope. Newton's step is infinite in this case.

**Positive curvature, small slope.** For $b>0$ and $|g|\ll b$, $\lambda_+\approx b+g^2/b$, and

$$
s_+=\frac{\lambda_+}{g}\approx\frac bg+\frac gb .
$$

The step grows without limit as the slope vanishes. With $b=0.1$ and $g=0.001$ this estimate gives $100+0.01$ bohr, and a direct numerical maximisation finds 100.010 bohr. When $g=0$ the model is $\frac12bs^2/(1+s^2)$, which approaches $b/2$ but never reaches it, so no maximiser exists. The model keeps rising with distance on both sides, and since it is even in $s$ it also gives no preference for either direction. A climb has to start from a displaced geometry.

When $g=0$ and $b<0$, on the other hand, the maximum is at $s=0$. The mode is already at its top and needs no step.

### What the constant in the denominator does

Let the denominator be $1+\alpha s^2$ with $\alpha>0$, in bohr$^{-2}$. Repeating the differentiation gives $g+bs=2\alpha\varepsilon s$. With $\lambda=2\alpha\varepsilon$, the same two multiplications as before lead to $\lambda=\alpha gs$, and so

$$
\lambda^2-b\lambda-\alpha g^2=0,\qquad
\lambda_+=\tfrac12\left(b+\sqrt{b^2+4\alpha g^2}\right).
$$

This also settles the units: $\lambda$ is in hartree/bohr$^2$, like $b$. For $\alpha\to0$ with $b<0$, the shift vanishes and Newton's step returns. For $\alpha\to0$ with $b>0$, the step diverges, because the quadratic model has no maximum. For large $\alpha$, $\lambda_+\approx\sqrt\alpha\,|g|$, and the step length tends to $1/\sqrt\alpha$.

Thus $\alpha$ sets a length scale, and it is a choice and not a property of the molecule. I keep $\alpha=1$ bohr$^{-2}$ and do not write it. Then $\lambda$ and $2\varepsilon$ have the same numerical value.

### Several coordinates, all minimised

For several modes the model becomes

$$
\varepsilon(\mathbf s)=\frac{q(\mathbf s)}{1+\mathbf s\cdot\mathbf s}.
$$

The derivative with respect to $s_i$ vanishes when $(g_i+b_is_i)(1+\mathbf s\cdot\mathbf s)=2s_iq$. Dividing by $1+\mathbf s\cdot\mathbf s$ gives

$$
g_i+b_is_i=\lambda s_i,\qquad \lambda=2\varepsilon,
\qquad\text{so}\qquad s_i=-\frac{g_i}{b_i-\lambda}.
$$

The last form requires $\lambda\neq b_i$. One shift $\lambda$ serves all modes. Multiplying the first equation by $s_i$, summing, and subtracting from $\lambda(1+\mathbf s\cdot\mathbf s)=2q$ again gives $\lambda=\mathbf g\cdot\mathbf s$. Inserting the components yields the secular equation

$$
\lambda=\sum_i\frac{g_i^2}{\lambda-b_i}.
$$

With one mode this is $\lambda(\lambda-b)=g^2$, the earlier quadratic equation.

There are several roots, and the right one follows from an eigenvalue problem. Define

$$
\mathbf A=\begin{pmatrix}\mathbf H&\mathbf g\\ \mathbf g^T&0\end{pmatrix},
\qquad \mathbf y=\begin{pmatrix}\mathbf s\\1\end{pmatrix}.
$$

Multiplying out, $\mathbf y^T\mathbf A\mathbf y=\mathbf s^T\mathbf H\mathbf s+2\mathbf g\cdot\mathbf s=2q$ and $\mathbf y^T\mathbf y=1+\mathbf s\cdot\mathbf s$. The model is therefore half a Rayleigh quotient:

$$
\varepsilon=\frac12\,\frac{\mathbf y^T\mathbf A\mathbf y}{\mathbf y^T\mathbf y}.
$$

Expand $\mathbf y$ in the orthonormal eigenvectors of $\mathbf A$, with coefficients $c_j$ and eigenvalues $\mu_j$. The quotient is $\sum_j\mu_jc_j^2/\sum_jc_j^2$, a weighted mean of the eigenvalues. It cannot lie below the lowest one, and it equals the lowest one when $\mathbf y$ is the corresponding eigenvector. Hence the lowest eigenvalue gives the global minimum of $\varepsilon$, provided its eigenvector has a nonzero last component and can be scaled to the form $(\mathbf s,1)$.

### When the minimiser exists

Let $\beta$ be the smallest curvature among the modes with $g_i\neq0$. The function

$$
f(\lambda)=\lambda-\sum_i\frac{g_i^2}{\lambda-b_i},\qquad
f'(\lambda)=1+\sum_i\frac{g_i^2}{(\lambda-b_i)^2}>0,
$$

rises from $-\infty$ to $+\infty$ as $\lambda$ goes from $-\infty$ to $\beta$. It has one root $\lambda_0$ there. Every term on the right of the secular equation is negative at this root, so $\lambda_0<0$ as well as $\lambda_0<\beta$.

If the mode of lowest curvature has a nonzero slope, then $\lambda_0$ lies below all $b_i$ and is the lowest eigenvalue of $\mathbf A$. All shifted curvatures $b_i-\lambda_0$ are positive, and

$$
g_is_i=-\frac{g_i^2}{b_i-\lambda_0}<0
$$

for every mode with a nonzero slope. The step is downhill even along modes with negative curvature.

A mode with $g_i=0$ is different. Then $b_i$ is itself an eigenvalue of $\mathbf A$, with an eigenvector whose last component is zero. If $b_i>\lambda_0$, which includes every $b_i\geq0$, then $\lambda_0$ remains the lowest eigenvalue, the minimiser exists, and its component along this mode is zero. If $b_i<\lambda_0$, however, the model falls towards $b_i/2$ at infinite distance and has no finite minimiser. Planar ammonia shows how this can arise: reflection in the molecular plane makes the slope along the out-of-plane mode zero, while its curvature may be negative. A small displacement out of the plane removes the obstacle.

When all slopes are zero and all curvatures positive, the lowest eigenvalue is $\lambda=0$ and the step is zero, as it should be at a minimum.

### A three-mode example

Take curvatures $(-0.04,\,0.30,\,0.80)$ and slopes $(0.03,\,-0.05,\,0.04)$. The lowest eigenvalue is $\lambda_0=-0.058225$. The terms of the secular equation are

$$
\frac{0.0009}{-0.018225}+\frac{0.0025}{-0.358225}+\frac{0.0016}{-0.858225}
\approx-0.0494-0.0070-0.0019=-0.0583,
$$

which agrees with $\lambda_0$ to the rounding of the terms. The steps are

$$
-\frac{0.03}{0.018225}=-1.646,\qquad
\frac{0.05}{0.358225}=0.140,\qquad
-\frac{0.04}{0.858225}=-0.047\ \text{bohr}.
$$

Each is opposite in sign to its slope. Newton's step in the first mode is $-0.03/(-0.04)=+0.75$ bohr, which is uphill. In the two stiff modes both methods go downhill. The rational step is Newton's step multiplied by $b_i/(b_i-\lambda_0)$, which makes it shorter by about 16% and 7% of Newton's step.

## Second half: one mode up, the others down

### Symbols and results carried over

The slopes $g_i$, curvatures $b_i$ and step components $s_i$ refer to orthonormal Hessian eigenvectors $\mathbf v_i$. The quadratic energy change is $q$, and the rational model is $\varepsilon=q/(1+\mathbf s\cdot\mathbf s)$, with a constant of 1 bohr$^{-2}$ understood before $\mathbf s\cdot\mathbf s$. At a stationary point of this model,

$$
s_i=-\frac{g_i}{b_i-\lambda},\qquad \lambda=2\varepsilon=\mathbf g\cdot\mathbf s .
$$

For one mode, the upper root for $\lambda$ gives the global maximum. For several modes, the lowest eigenvalue of the augmented matrix $\mathbf A$ gives the global minimum. A unique maximiser exists if $g\neq0$ or $b<0$. A minimiser is guaranteed if the mode of lowest curvature has a nonzero slope or a positive curvature.

The rational model can be maximised along one mode or minimised over several, and the conditions under which each optimum exists have been found. It remains to climb one mode while descending the others, to limit the step, to remove translations and rotations, and to try the method on ammonia.

All numerical values are calculated from the stated model.
